# The 1s contraction error in two-component calculations on one-electron mercury

**Question.** The ion Hg\(^{79+}\) has one electron and nuclear charge \(Z=80\). The nucleus is a fixed point charge, QED is left out, and energies exclude the rest energy \(mc^2\). Let \(\kappa=Ze^2/(4\pi\varepsilon_0)\), \(a=Z\alpha=\kappa/(\hbar c)=0.5838\), \(mc^2=510\,999\) eV and \(V(r)=-\kappa/r\). The large component is expanded in real s Gaussians \(\chi_i=N_ie^{-\zeta_ir^2}\), with \(N_i=(2\zeta_i/\pi)^{3/4}\), and the small component in \(\boldsymbol\sigma\cdot\mathbf p\,\chi_i/(2mc)\).

### (a) Construct the Dirac matrix and its integrals.

**Answer.** The two Dirac equations are

\[
V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2mc^2)\psi_S=E\psi_S .
\]

Let \(A,B\) be the large and small coefficients. Project the first equation on \(\chi_i\) and the second on \(\boldsymbol\sigma\cdot\mathbf p\chi_i/(2mc)\). Since \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\),

\[
\begin{pmatrix}V&T\\T&W-T\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}
=E\begin{pmatrix}S&0\\0&T/(2mc^2)\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix},
\quad
W_{ij}=\frac{\langle\boldsymbol\sigma\cdot\mathbf p\chi_i|V|\boldsymbol\sigma\cdot\mathbf p\chi_j\rangle}{4m^2c^2}.
\]

The spin-dependent part of \(W\) contains \(\nabla\chi_i\times\nabla\chi_j\). Both gradients are radial, so it vanishes, and \(\nabla\chi_i\cdot\nabla\chi_j=4\zeta_i\zeta_jr^2\chi_i\chi_j\) remains. With \(P=\zeta_i+\zeta_j\), the integrals needed are

\[
\int e^{-Pr^2}d^3r=\Big(\frac{\pi}{P}\Big)^{3/2},\qquad \int\frac{e^{-Pr^2}}r d^3r=\frac{2\pi}{P}.
\]

Applying \(-d/dP\) to each supplies a factor \(r^2\), giving \(\tfrac32\pi^{3/2}P^{-5/2}\) and \(2\pi/P^2\). Therefore

\[
S_{ij}=N_iN_j\Big(\frac{\pi}{P}\Big)^{3/2},\qquad
T_{ij}=N_iN_j\frac{3\hbar^2\zeta_i\zeta_j\pi^{3/2}}{mP^{5/2}},
\]
\[
V_{ij}=-N_iN_j\frac{2\pi\kappa}{P},\qquad
W_{ij}=-N_iN_j\frac{2\pi\kappa\hbar^2\zeta_i\zeta_j}{m^2c^2P^2}.
\]

### (b) Decouple the positive-energy states.

**Answer.** Factor \(S=LL^T\) and \(T=MM^T\), and use the orthonormal coordinates \(u=L^TA\), \(b=M^TB/\sqrt{2mc^2}\). The matrix becomes

\[
\mathcal D=\begin{pmatrix}\bar V&\Pi\\ \Pi^T&\bar W-2mc^2\end{pmatrix},
\]

where \(\bar V=L^{-1}VL^{-T}\), \(\Pi=\sqrt{2mc^2}\,L^{-1}M\) and \(\bar W=2mc^2M^{-1}WM^{-T}\).

For \(n\) primitives there are \(n\) positive-energy vectors \((u_k,b_k)\). With these as columns of \(U\) and \(Y\), the matrix \(X=YU^{-1}\) gives \(b_k=Xu_k\). Orthonormality reads \(u_k^T(1+X^TX)u_l=\delta_{kl}\), so the vectors \(\phi_k=(1+X^TX)^{1/2}u_k\) are orthonormal. With \(R=(1+X^TX)^{-1/2}\), the two-component (X2C) matrix is

\[
h=R\big[\bar V+\Pi X+X^T\Pi^T+X^T(\bar W-2mc^2)X\big]R .
\]

The bracket is \((1,X^T)\mathcal D(1,X^T)^T\). Acting on \(u_k\), it gives \(E_k(1+X^TX)u_k=E_kR^{-2}u_k\). Since \(R\phi_k=u_k\),

\[
h\phi_k=R\,E_kR^{-2}u_k=E_kR^{-1}u_k=E_k\phi_k .
\]

Decoupling has therefore kept the positive-energy spectrum of the Dirac matrix.

### (c) Contract \(h\) to the nonrelativistic 1s vector. Find the error and its sign.

**Answer.** Let \(c\) be the normalized lowest eigenvector of the nonrelativistic matrix \(T+V\) in the same primitives, written in the coordinates of \(u\). Contraction leaves the number \(E_c=c^Th\,c\). Insert \(c=\sum_k\phi_k(\phi_k^Tc)\) and use \(\sum_k(\phi_k^Tc)^2=1\):

\[
\Delta E=E_c-E_0=\sum_k(\phi_k^Tc)^2(E_k-E_0)\ge0 .
\]

No term is negative because \(E_0\) is the lowest eigenvalue of \(h\). The bound refers to the uncontracted result in the same basis; it says nothing about how far \(E_0\) lies from the complete-basis Dirac level.

### (d) Evaluate the error for mercury.

**Answer.** Take 33 primitives with exponents doubling from \(96\,a_0^{-2}\) to \(4.12\times10^{11}a_0^{-2}\). Matrix diagonalization gives:

- nonrelativistic 1s: \(-87\,076.4\) eV
- uncontracted X2C 1s: \(-96\,115.8\) eV
- contracted X2C 1s: \(-90\,437.7\) eV

Thus

\[
\Delta E=-90\,437.7+96\,115.8\simeq5678\ {\rm eV}=208.7\ {\rm hartree}.
\]

This is 5.9% of the uncontracted binding energy. It is also 63% of the relativistic lowering, \(96\,115.8-87\,076.4=9039.4\) eV, so the contracted calculation recovers little more than a third of that lowering.

The vector \(c\) has a weight of only 3.00% outside \(\phi_0\), but the mean excitation energy of that weight is 189.3 keV, and \(0.0300\times189.3\) keV gives 5.68 keV. States with \(E_k>0\), which represent the continuum in this basis, supply 86% of the error. This share, unlike the total, depends on the diffuse functions: other exponent sets give 83 to 86%, and about 85% when many diffuse functions are added. A large overlap with the correct orbital does not ensure a small energy error when the missing part has high momentum.

### (e) Contract the Dirac matrix before decoupling instead. Is the result the same?

**Answer.** Use the complete-basis function \(\varphi=\sqrt{\lambda^3/\pi}\,e^{-\lambda r}\), \(\lambda=amc/\hbar\). Its gradient has magnitude \(\lambda\varphi\), and \(\langle1/r\rangle=\lambda\). Hence

\[
\langle T\rangle=\frac{\hbar^2\lambda^2}{2m}=\frac{mc^2a^2}{2},\quad
\langle V\rangle=-\kappa\lambda=-mc^2a^2,\quad
W=\frac{\hbar^2\lambda^2}{4m^2c^2}\langle V\rangle=-\frac{mc^2a^4}{4}.
\]

The one small function has squared norm \(\langle T\rangle/(2mc^2)=a^2/4\). After normalization its diagonal element is \((W-\langle T\rangle)/(a^2/4)=-mc^2(a^2+2)\), and the coupling is \(\langle T\rangle/(a/2)=mc^2a\). Set \(E=mc^2(x-a^2)\). The secular equation is \(x(x+2)=a^2\), whose upper root gives

\[
E_{\rm first}=mc^2\big[\sqrt{1+a^2}-1-a^2\big].
\]

For mercury this is \(-93\,449\) eV, or 2667 eV above the uncontracted result. The two operations do not commute. Expanding both closed forms shows the weak-field difference:

\[
\frac{E_{\rm first}}{mc^2}=-\frac{a^2}{2}-\frac{a^4}{8}+\frac{a^6}{16}+\cdots,\quad
\sqrt{1-a^2}-1=-\frac{a^2}{2}-\frac{a^4}{8}-\frac{a^6}{16}-\cdots .
\]

The second is the Dirac 1s level, so this error starts as \(mc^2a^6/8\). \(E_{\rm first}\) is not the Rayleigh quotient \(c^Th\,c\), and the sign argument of (c) does not cover it.

### (f) Find the leading weak-field law for \(\Delta E\) in a complete basis.

**Answer.** Since \((h-E_0)\phi_0=0\), the error equals \(\langle\delta|(h-E_0)|\delta\rangle\) with \(\delta=c-\phi_0\). Consider momenta \(p=mcq\) with \(q\sim1\). The orbital is concentrated at much smaller momenta, so the potential feeds this region with \(V(p)\varphi(0)\), where \(V(p)=-4\pi\hbar^2\kappa/p^2\) and \(\varphi(0)\) is the value at the nucleus. Put \(\nu=V(p)\varphi(0)/mc^2\), and measure energies in \(mc^2\). To first order in \(V\), the Dirac equations give

\[
\nu+\boldsymbol\sigma\cdot\mathbf q\,\psi_S=0,\qquad
\boldsymbol\sigma\cdot\mathbf q\,\psi_L-2\psi_S=0
\quad\Rightarrow\quad \psi_L=-2\nu/q^2 .
\]

The Schrödinger tail, from \((q^2/2)\varphi=-\nu\), is the same. The X2C function, however, is \((1+X^\dagger X)^{1/2}\psi_L\).

Eliminating \(E\) from the Dirac equations gives the condition on \(X\),

\[
\boldsymbol\sigma\cdot\mathbf q+(V-2)X=X(V+\boldsymbol\sigma\cdot\mathbf q\,X).
\]

Let \(\varepsilon=\sqrt{1+q^2}\), so \(q^2=(\varepsilon-1)(\varepsilon+1)\). Without \(V\), \(X_0=\boldsymbol\sigma\cdot\mathbf q/(\varepsilon+1)\). For the first-order element from momentum zero to \(p\), terms with \(X_0(0)=0\) drop out:

\[
-2X_1=X_0V+(\varepsilon-1)X_1\quad\Rightarrow\quad X_1=-\frac{X_0V}{\varepsilon+1}.
\]

Let \(g^2=1+X_0^2=2\varepsilon/(\varepsilon+1)\). The first-order element of \(X^\dagger X\) is \(X_0X_1=-V(\varepsilon-1)/(\varepsilon+1)^2\). If \(G=(1+X^\dagger X)^{1/2}\), expanding \(G^2\) gives \((g+1)G_1=X_0X_1\), because \(G_0=1\) at zero momentum. The X2C tail is therefore

\[
\phi_0(p)=g\psi_L+G_1\varphi(0)
=-\nu\left[\frac{2g}{q^2}+\frac{\varepsilon-1}{(\varepsilon+1)^2(1+g)}\right].
\]

Subtract the Schrödinger tail and use \(g-1=(g^2-1)/(g+1)=q^2/[(\varepsilon+1)^2(g+1)]\). The difference is \(-\nu D\), with

\[
D=\frac{2+(\varepsilon-1)}{(\varepsilon+1)^2(1+g)}=\frac1{(\varepsilon+1)(1+g)} .
\]

At leading order \(h-E_0\) is the kinetic energy \(mc^2(\varepsilon-1)\). With \(\varphi(0)^2=\lambda^3/\pi\),

\[
\frac{d^3p}{(2\pi\hbar)^3}\to\frac{m^3c^3q^2dq}{2\pi^2\hbar^3},\qquad
\nu^2=\frac{16\pi a^5\hbar^3}{m^3c^3q^4}.
\]

Their product is \((8a^5/\pi)\,dq/q^2\), and \((\varepsilon-1)/q^2=1/(\varepsilon+1)\). Hence

\[
\Delta E\simeq Kmc^2a^5,\qquad
K=\frac8\pi\int_0^\infty\frac{dq}{(\varepsilon+1)^3(1+g)^2}=0.1154,
\]

the last value by quadrature. The fifth power comes from the renormalization of the tail. Contracting first compares \(c\) with \(\psi_L\), whose tail agrees at this order, consistent with the sixth power in (e).

### (g) Find the logarithm in the next order, and judge the series for mercury.

**Answer.** At \(r\gg\hbar/(mc)\), use lengths \(a_0/Z\) and energies \(mc^2a^2\). Write the first-order change of \(\varphi\propto e^{-r}\) as \(a^2\varphi f\). Away from the nucleus the perturbation is \(-a^2p^4/8\). Here \(p^2\varphi=(2/r-1)\varphi\), and a second application gives \(p^4\varphi=(1-4/r)\varphi\). The first-order energy is \(-a^2/8\), from the expansion in (e), so

\[
-\tfrac12f''-\frac{f'}r+f'=-\frac1{2r}
\quad\Rightarrow\quad f'=-\frac1{4r^2}-\frac1{2r}.
\]

Substitution confirms the solution; the homogeneous one, \(e^{2r}/r^2\), is excluded by normalization. With the kinetic energy in gradient form, the equation for \(\varphi\) reduces the excess energy to \(\tfrac12\int\varphi^2f'^2d^3r\), plus a surface term proportional to \(r^2\varphi\varphi'f^2\), which tends to a constant at small \(r\). The integrand is

\[
2r^2f'^2e^{-2r}=\frac1{8r^2}+\frac1{4r}+\cdots .
\]

The first term diverges at the origin; there the treatment of (f) takes over and gives \(Ka^5\). The second, between \(r\sim a\) and \(r\sim1\), gives a logarithm:

\[
\frac{\Delta E}{mc^2}=Ka^5+\tfrac14a^6\ln\frac1a+O(a^6).
\]

Matrix calculations with the same scaled exponents give \(\Delta E/(mc^2a^5)=0.1263\) at \(Z=2\) and 0.1403 at \(Z=8\). The two displayed terms give 0.1308 and 0.1568. The matrix values differ from these by about \(-0.3a\) in both cases, the size expected of the omitted \(O(a^6)\) term.

For mercury the two terms are 3997 and 2722 eV. Their sum, 6719 eV, exceeds the matrix result by 1041 eV. The series explains the origin of the error but does not replace the matrix calculation at this charge.

### (h) Reduce the error, and relate the model to real mercury.

**Answer.** Contracting with \(\phi_0\) makes \(\Delta E=0\) for this state, by (c). Alternatively, keep \(c\) and release primitives beside it, choosing at each step the one that lowers the energy most. The exponents chosen are \(4.9\times10^4\), \(6.1\times10^3\) and \(7.9\times10^5\,a_0^{-2}\); the remaining errors are 2763, 1649 and 538 eV. Three released functions still leave 9% of the original error.

A real nucleus has finite size. A Gaussian charge with a rough rms radius of 5.5 fm, used in both the nonrelativistic and Dirac matrices, raises the uncontracted level by 55 eV and changes \(\Delta E\) to 5627 eV. The QED scale \((\alpha/\pi)a^4mc^2\) is 138 eV, an order of magnitude and not a computed shift. The recoil scale \(|E_0|m/M\), for a rough mass of 200 u, is 0.3 eV.

Neutral mercury breaks the one-electron assumption. The repulsion of two nonrelativistic 1s electrons, \(\tfrac58Z\) hartree, is 1361 eV. Replacing \(Z\) by the simple screened charge \(Z-5/16\) changes \(\Delta E\) to 5563 eV, a shift of 2%. The shift is small because \(5/16\) is small beside 80; in relative terms it is still about five times the change of charge. This model also weakens the potential at the nucleus, where the other electron screens little, so it overstates the shift somewhat; a two-electron Hartree–Fock treatment with the same \(h\) gives about 1.7% per electron. The effect of the core error on valence energies, bond lengths or reaction energies of mercury compounds needs a many-electron calculation, since part of a core error can cancel between species.

The same one-electron calculation gives 39 eV for zinc and 420 eV for cadmium. Down this group, the 1s error caused by using a nonrelativistic contraction with a two-component Hamiltonian grows rapidly.
